# The 120 Degree Hartree-Fock State of a Three-Site Hubbard Ring

## Problem

Three electrons occupy a ring of three equivalent sites,

$$H=-t\sum_{i\ne j,\sigma}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0,\; U>0 .$$

Each site carries one orbital, the orbitals are orthonormal, and the repulsion acts on the same site only. Spins are in units of $\hbar$.

A generalised Hartree-Fock (GHF) determinant may use orbitals that mix up and down spin. A collinear determinant uses orbitals of pure spin along one common axis.

1. Find the self-consistent GHF state whose site spins have equal length and turn by 120° from site to site. Give its levels and energy.
2. Find the lowest energy of any collinear determinant.
3. For which $U/t$ does the 120° state lie below every collinear determinant?
4. Evaluate both energies at $U=4t$, and find how their difference behaves at weak and strong coupling.

## Hints

**Hint 1.** Write the mean-field repulsion through the site density $n_i$ and the site spin vector $\mathbf S_i$.

**Hint 2.** A spin spiral of wave number $Q=2\pi/3$ couples an up electron at $k$ to a down electron at $k+Q$, and to nothing else.

**Hint 3.** In the collinear case two electrons of one spin on three sites are equivalent to one hole. Two orbitals then describe the whole state.

**Hint 4.** Compare a collinear state with a 120° trial state of the same kinetic energy. The coupling then drops out of the comparison.

## Solution

### The mean-field energy

For a determinant, Wick's theorem gives

$$\langle n_{\uparrow}n_{\downarrow}\rangle=\langle n_\uparrow\rangle\langle n_\downarrow\rangle-|\langle c^\dagger_\uparrow c_\downarrow\rangle|^2 .$$

With $\mathbf S=\tfrac12\langle c^\dagger\boldsymbol\sigma c\rangle$ we have $\langle n_{\uparrow,\downarrow}\rangle=n/2\pm S_z$ and $\langle c^\dagger_\uparrow c_\downarrow\rangle=S_x+iS_y$. Hence

$$E=\langle T\rangle+U\sum_i\left(\frac{n_i^2}{4}-|\mathbf S_i|^2\right).$$

The repulsion depends on the length of each site spin and not on its direction, as in a noncollinear spin density functional built from the local density and spin magnitude. Varying $n_i$ and $\mathbf S_i$ gives $\tfrac U2 n_i\,\delta n_i-2U\mathbf S_i\cdot\delta\mathbf S_i$. The factor $\tfrac12$ in $\mathbf S$ turns this into the site field $\tfrac U2n_i-U\mathbf S_i\cdot\boldsymbol\sigma$.

### Part 1: the 120° state

Take $n_j=1$ and $\mathbf S_j=m(\cos Qj,\sin Qj,0)$, and set $\Delta=Um$. With $c_j=3^{-1/2}\sum_k e^{ikj}c_k$, the hopping energies are $-2t\cos k$: $-2t$ at $k=0$ and $t$ at $k=\pm Q$. The spin field becomes

$$-\Delta\sum_j e^{-iQj}c^\dagger_{j\uparrow}c_{j\downarrow}+\text{h.c.}=-\Delta\sum_kc^\dagger_{k\uparrow}c_{k+Q\downarrow}+\text{h.c.}$$

Since $2Q$ is equivalent to $-Q$, the pairs of hopping energies are $(-2t,t)$, $(t,t)$ and $(t,-2t)$ for $k=0,Q,-Q$. Measured from the constant $U/2$, the levels are

$$-\frac t2\pm R\ \text{(twice)},\qquad t\pm\Delta,\qquad R=\sqrt{\frac{9t^2}{4}+\Delta^2}.$$

Fill the lower level of each pair. The highest filled level is $t-\Delta$, because $R+\tfrac32t>\Delta$. The lowest empty one is $-t/2+R$, because $R\le\tfrac32t+\Delta$. The gap $R+\Delta-\tfrac32t$ is positive, so this filling is consistent with the levels.

Define $\tan\theta=2\Delta/(3t)$, $s=\sin\theta=\Delta/R$ and $c=\cos\theta$. In each unequal pair $\langle c^\dagger_{k\uparrow}c_{k+Q\downarrow}\rangle=s/2$; in the equal pair it is $1/2$. Their sum is $\sum_je^{-iQj}\langle c^\dagger_{j\uparrow}c_{j\downarrow}\rangle=3m$, so

$$m=\frac{1+2s}{6}.$$

The up-spin weights of the three filled orbitals are $(1+c)/2$, $1/2$ and $(1-c)/2$. They add to $3/2$, and different $k$ do not mix within one spin, so each site holds half an electron of each spin. The assumed densities and spins are therefore reproduced.

Using $U=\Delta/m$ and $\Delta=\tfrac32t\tan\theta$,

$$U=\frac{9t\tan\theta}{1+2\sin\theta},\qquad \frac{dU}{d\theta}=9t\,\frac{(1+2s)/c^2-2s}{(1+2s)^2}>0 .$$

As $\theta$ runs from 0 to $\pi/2$, $U$ runs from 0 to infinity. There is one such solution for each $U>0$.

The hopping energies of the filled orbitals are $-\tfrac t2-\tfrac{3t}2c$ twice and $t$ once, with sum $-3tc$. The repulsion is $3U(\tfrac14-m^2)=U[9-(1+2s)^2]/12$. Thus

$$E_{120}(\theta)=-3t\cos\theta+\frac U3(2-s-s^2).$$

Any $\theta$ defines a determinant, so this is also a trial energy. Its derivative,

$$\frac{dE_{120}}{d\theta}=3ts-\frac U3c(1+2s),$$

vanishes at the self-consistent angle. It is $-U/3$ at $\theta=0$ and $3t$ at $\theta=\pi/2$. With one zero between them, the solution is the minimum over $\theta$. Since $E_{120}(\pi/2)=0$ and the slope there is positive, the minimum is negative.

### Part 2: the best collinear energy

If all three spins are parallel, every orbital of that spin is filled. The trace of the hopping matrix is zero and there is no double occupation, so $E=0$.

Otherwise let $\psi$ be the occupied minority-spin orbital and $\chi$ the empty majority-spin orbital. Let $a$ and $b$ be the weights of the uniform orbital in $\psi$ and $\chi$. The hopping energy of $\psi$ is $t(1-3a)$. The two majority electrons contribute minus the hopping energy of the hole, $-t(1-3b)$. The majority density is $1-|\chi_i|^2$, so

$$E=-3t(a-b)+U(1-P),\qquad P=\sum_i|\psi_i|^2|\chi_i|^2 .$$

We need the largest $P$ at given $a,b$. Write $\psi_j=3^{-1/2}(\sqrt a+\mu e^{iQj}+\nu e^{-iQj})$, with $|\mu|^2+|\nu|^2=1-a$. Then

$$|\psi_j|^2=\tfrac13\left(1+\rho e^{iQj}+\rho^*e^{-iQj}\right),\qquad \rho=\sqrt a(\mu+\nu^*)+\mu^*\nu .$$

From $|\mu|+|\nu|\le\sqrt{2(1-a)}$ and $|\mu\nu|\le(1-a)/2$,

$$|\rho|\le g(a)=\sqrt{2a(1-a)}+\frac{1-a}{2}.$$

The same holds for $\chi$ with $b$. Summing the product of densities gives $P=\tfrac13(1+2\,\mathrm{Re}\,\rho_\psi\rho_\chi^*)\le\tfrac13+\tfrac23g(a)g(b)$. Equality is reached with $\mu=\nu$ real and positive in both orbitals, which then peak on the same site. In this sector the lowest energy is therefore

$$E_{\rm coll}=\min_{a,b}\left\{-3t(a-b)+\frac{2U}{3}\left[1-g(a)g(b)\right]\right\}.$$

This minimum lies below the parallel state for every $U$. At $a=b=\tfrac13$ we have $g=\tfrac23+\tfrac13=1$, so the expression in braces is zero. There $g'(a)=(1-2a)/\sqrt{2a(1-a)}-\tfrac12=0$, so its derivative with respect to $a$ is $-3t<0$, and a slightly larger $a$ gives a negative energy. Hence $E_{\rm coll}<0$ is the lowest energy of any collinear determinant.

### Part 3: the coupling range

First dispose of the end cases. If $a-b\le0$, then $P\le1$ gives $E\ge0$, above the negative 120° minimum. The parallel state, with $E=0$, is also above it. If $a-b=1$, then $a=1$, $b=0$, $g(a)=0$ and $E=-3t+2U/3=E_{120}(0)$. This too is above the minimum, because the slope at $\theta=0$ is negative.

For $0<a-b<1$ choose the trial angle with $\cos\theta=c=a-b$. The kinetic energies cancel:

$$E-E_{120}(\theta)\ge\frac U3\left[s+s^2-2g(a)g(b)\right].$$

The sign of the bracket does not involve $U$. To show that it is positive, put $a=\cos^2x$, $b=\cos^2y$, with $x,y$ in $[0,\pi/2]$, and

$$C=\cos(x-y),\quad r=-\cos(x+y),\quad \sigma=\sin(x+y)=\sqrt{1-r^2}.$$

Then $2\sin x\sin y=C+r$ and $2\cos x\cos y=C-r$. Since $g(a)=\sin x(\sqrt2\cos x+\tfrac12\sin x)$,

$$2g(a)g(b)=(C+r)\left[C-r+\frac{\sigma}{\sqrt2}+\frac{C+r}{8}\right].$$

Also $c=\sin(x+y)\sin(y-x)$, so $s^2=1-(1-r^2)(1-C^2)=C^2+r^2-C^2r^2$. Both $C+r$ and $C-r$ are nonnegative, hence $|r|\le C$. The condition $0<c<1$ excludes $C=0$ and $C=1$. Put $r=uC$, $|u|\le1$, and $q=(1+u)/\sqrt2$. Collecting terms,

$$\frac{s+s^2-2g(a)g(b)}{C}=\sqrt{1+u^2-u^2C^2}-q\sqrt{1-u^2C^2}-C\left[\frac{1+2u-15u^2}{8}+u^2C^2\right].$$

Because $C<1$, the last bracket is at most $K=(1+2u-7u^2)/8$. It suffices to prove

$$\sqrt{1+u^2-u^2C^2}>q\sqrt{1-u^2C^2}+CK. \qquad (*)$$

*Case $K\le0$.* Here $u\ne0$, since $K(0)=1/8$. Then $1+u^2-u^2C^2$ exceeds $(1+u^2)(1-u^2C^2)$ by $u^4C^2>0$, and $1+u^2\ge q^2$. This proves $(*)$.

*Case $K>0$.* Now $u$ lies between $(1-2\sqrt2)/7\approx-0.26$ and $(1+2\sqrt2)/7\approx0.55$. For any $\lambda>0$, $(X+Y)^2\le(1+\lambda)X^2+(1+1/\lambda)Y^2$. Apply this to the right side of $(*)$ with $\lambda=K/(q\sqrt{1-u^2})$. The left side squared minus this upper bound is

$$F=1+u^2-u^2C^2-(1+\lambda)q^2(1-u^2C^2)-\left(1+\frac1\lambda\right)K^2C^2 ,$$

which is linear in $C^2$. It is positive for $0<C<1$ if it is positive at $C=0$ and nonnegative at $C=1$.

At $C=1$ the chosen $\lambda$ gives $F=1-(q\sqrt{1-u^2}+K)^2$. The inequality of arithmetic and geometric means gives $\tfrac{2\sqrt2}{3}\sqrt{1-u^2}\le\tfrac12(\tfrac89+1-u^2)$, and multiplication by $\tfrac34(1+u)$ yields $q\sqrt{1-u^2}\le(1+u)(17-9u^2)/24$. Therefore

$$1-q\sqrt{1-u^2}-K\ge\frac{4-23u+30u^2+9u^3}{24}=\frac{(3u-1)^2(u+4)}{24}\ge0 .$$

At $C=0$, using $1+u^2-q^2=(1-u)^2/2$,

$$F=\frac{(1-u)^2}{2}-\frac{(1+u)(1+2u-7u^2)}{8\sqrt2\sqrt{1-u^2}} .$$

In this range $\sqrt{1-u^2}>1/\sqrt2$, so the last denominator exceeds 8. It is enough that

$$4(1-u)^2-(1+u)(1+2u-7u^2)=3-11u+9u^2+7u^3>0 .$$

For $-0.27<u<0$ this is evident, since $7|u|^3<3$. For $u\ge0$, $u(u-\tfrac25)^2\ge0$ gives $u^3\ge\tfrac45u^2-\tfrac4{25}u$. The cubic is then at least $3-12.12u+14.6u^2$, whose discriminant, $146.9-175.2$, is negative. This completes the proof.

**Result.** In this model the 120° solution lies strictly below every collinear determinant for every $U/t>0$. There is no threshold.

The proof does not show that no other noncollinear determinant lies lower. Numerical searches over unrestricted GHF determinants at six couplings from $U=0.5t$ to $16t$ found none, within $10^{-7}t$.

### Part 4: numbers and limits

At $U=4t$ the self-consistent angle is $\theta=47.80^\circ$, with $s=0.7408$ and $c=0.6717$. The site spin is $m=(1+1.4817)/6=0.4136$. The energy is

$$\frac{E_{120}}t=-3(0.6717)+\frac43(2-0.7408-0.5488)=-2.015+0.947=-1.068 .$$

The best collinear state has $a=0.7480$ and $b=0.0904$, for which $g(a)=0.7400$ and $g(b)=0.8603$:

$$\frac{E_{\rm coll}}t=-3(0.6576)+\frac83(1-0.6367)=-1.973+0.969=-1.004 .$$

The 120° state is lower by $0.064t$; it gains in both hopping energy and repulsion. The collinear state has one spin of $-0.367$ and two of $+0.433$, with unequal densities of 0.920 and 1.040 electrons. The ground energy of the same model from full diagonalization is $-1.275t$. The 120° determinant lies $0.207t$ above it, so the correlation energy it misses is larger than the separation between the two mean-field states.

*Weak coupling.* Expand the 120° energy in $s$, which is of order $U/t$:

$$E_{120}\simeq-3t+\frac{2U}3-\frac U3s+\left(\frac{3t}2-\frac U3\right)s^2 .$$

Its minimum contributes $-U^2/(54t)-U^3/(243t^2)$ beyond the first two terms. For the collinear state set $w=\sqrt{2(1-a)}$. To the order needed $b=0$, because allowing $b>0$ lowers the energy only at order $U^4/t^3$. With $g(0)=\tfrac12$ and $g(a)\simeq w+w^2/4$,

$$E_{\rm coll}\simeq-3t+\frac{2U}3-\frac U3w+\left(\frac{3t}2-\frac U{12}\right)w^2 ,$$

whose minimum contributes $-U^2/(54t)-U^3/(972t^2)$. The first and second orders agree, and the third decides:

$$E_{\rm coll}-E_{120}\simeq\frac{U^3}{324t^2}.$$

A numerical search with a coarse energy tolerance could mistake this near-degeneracy for a threshold. At $U=0.5t$ the separation is just $0.0004t$.

*Strong coupling.* Now $c$ is small and $2-s-s^2\simeq\tfrac32c^2$. Minimising $-3tc+Uc^2/2$ gives $c=3t/U$ and $E_{120}\simeq-9t^2/(2U)$. In the collinear case $g$ has its maximum, 1, at $a=b=1/3$. Displace the angles $x,y$ from that point by $\xi,\eta$. Then $g\simeq1-\tfrac32\xi^2$ and $a-b\simeq\tfrac{2\sqrt2}3(\eta-\xi)$, so

$$E_{\rm coll}\simeq-2\sqrt2\,t(\eta-\xi)+U(\xi^2+\eta^2).$$

The minimum, at $\eta=-\xi=\sqrt2t/U$, is $-4t^2/U$. The separation is $t^2/(2U)$.

The reason is visible bond by bond. Between spins at angle $\phi$, an electron can hop into the neighbour's empty, opposite-spin orbital with amplitude $t\sin(\phi/2)$, at mean-field cost $U$. Two electrons per bond give $-2t^2\sin^2(\phi/2)/U$. Three bonds at 120° yield $-4.5t^2/U$; two antiparallel bonds and one parallel bond yield $-4t^2/U$.

Between these limits the separation is largest, $0.066t$, near $U=4.6t$. The numerical output lists further couplings and the checks of both limiting laws.

## Two variations

### Variation 1: hopping of opposite sign

*Replace $t$ by $-|t|$. Does the range change?*

The filled levels become $|t|/2-R$ (twice) and $-|t|-\Delta$, relative to $U/2$. The gap is again $R+\Delta-\tfrac32|t|$. The pair averages of the hopping energy still sum to zero, so $\langle T\rangle=-3|t|\cos\theta$, and $m$ is unchanged. In the collinear energy $-3t(a-b)$ becomes $-3|t|(b-a)$. Exchanging $\psi$ and $\chi$ restores the old expression, since $P$ is symmetric in them. Both energies and the range are unchanged. This rests on having three electrons on the three sites.

### Variation 2: an isosceles triangle at strong coupling

*Let two bonds keep hopping $t$ and let the third, between sites 2 and 3, have hopping $t'$. When is the lowest determinant noncollinear, to leading order in $1/U$?*

Let $\mathbf e_i$ be unit vectors along the site spins and $\kappa=(t'/t)^2$. Since $2\sin^2(\phi/2)=1-\cos\phi$, the bond energies add to

$$E=\frac{t^2}{U}\left[-2-\kappa+\mathbf e_1\cdot(\mathbf e_2+\mathbf e_3)+\kappa\,\mathbf e_2\cdot\mathbf e_3\right].$$

For $\kappa>0$, completing the square turns the spin-dependent part into

$$\frac\kappa2\left|\mathbf e_2+\mathbf e_3+\frac{\mathbf e_1}\kappa\right|^2-\kappa-\frac1{2\kappa}.$$

The square can vanish if $1/\kappa\le2$, because $|\mathbf e_2+\mathbf e_3|$ is at most 2. Then spins 2 and 3 each make an angle $\phi$ with spin 1, where $\cos\phi=-1/(2\kappa)$. For $\kappa=1$ this is 120°. For $\kappa\le\tfrac12$ the square is smallest when $\mathbf e_2=\mathbf e_3=-\mathbf e_1$, a collinear state. The noncollinear state is thus lowest when $|t'|>|t|/\sqrt2$. At this order the threshold depends only on the ratio of the hoppings and not on $U$. For $0<\kappa\le\tfrac12$ the triangle is still frustrated, since spins 2 and 3 are parallel and their bond gains no energy, but the two stronger bonds outweigh the weak one.

## Values computed for the example and the checks

```
Hopping t = 1.0 (energy unit), repulsion U = 4.0 t
120-degree state: theta = 47.803 degrees
sin(theta) = 0.74084, cos(theta) = 0.67168
Site spin m = 0.41361 hbar
Delta = U m = 1.65446 t, R = 2.23321 t
Orbital energies (t): -0.73321 -0.73321 1.34554 3.73321 3.73321 4.65446
Gap between filled and empty levels = 2.38767 t
Energy of 120-degree state = -1.067957 t
Energy of best collinear state = -1.003846 t
Collinear minus 120-degree energy = 0.064110 t
Best collinear weights: a = 0.74796, b = 0.09039
Collinear minority site: density 0.91982 electrons, spin -0.36679 hbar
Collinear majority site: density 1.04009 electrons, spin 0.43339 hbar
Collinear majority site: density 1.04009 electrons, spin 0.43339 hbar
Exact three-electron ground energy = -1.274917 t
120-degree minus exact energy = 0.206961 t
U (t) | m (hbar) | E_120 (t) | E_collinear (t) | difference (t)
  0.5 | 0.18745 | -2.671869 | -2.671483 | 0.000386
  1.0 | 0.21368 | -2.356989 | -2.353910 | 0.003079
  2.0 | 0.28511 | -1.791949 | -1.769472 | 0.022477
  4.0 | 0.41361 | -1.067957 | -1.003846 | 0.064110
  8.0 | 0.47688 | -0.555757 | -0.502880 | 0.052877
 16.0 | 0.49416 | -0.280421 | -0.250455 | 0.029967
Largest difference = 0.06563 t at U = 4.624 t
Difference / (U^3/(324 t^2)) at U = 0.05 t: 1.0000
Difference / (t^2/(2U)) at U = 200 t: 0.9997
Smallest inequality slack for 0.05 < c < 0.95: 0.000504
```
